# Island density in one-dimensional diffusion channels: the one-fourth power law

## Problem

Metal atoms land at random on a surface whose atomic rows act as separate channels. Each site receives \(F\) atoms per second. A landed atom (an adatom) hops only along its own channel, at rate \(D\) in each direction, so with lengths counted in sites its diffusion coefficient is \(D\) sites²/s. Two adatoms that meet form a dimer, which neither moves nor breaks. A dimer is the seed of an island, and an island keeps every adatom that reaches it. Islands are treated as points, so the coverage \(\theta=Ft\) counts atoms that have arrived, not length that is blocked.

How does the number of islands per site, \(N\), depend on \(F/D\) and \(\theta\), and what is the prefactor? Under what conditions does the answer hold, and does it describe nickel on Ni(110)?

## First estimate by scaling

Let \(L\sim1/N\) be the typical gap between islands. An adatom diffuses across it in a time of order \(L^2/D\). Adatoms arrive at density rate \(F\) and live this long, so their density is

\[
n\sim F\,\frac{L^2}{D}.
\]

During its life an adatom makes of order \(L^2\) hops, but in one dimension it covers only a stretch of length \(L\), visiting each site many times. Its chance of meeting another adatom is therefore of order \(nL\sim FL^3/D\). Each arriving atom has this chance of starting an island, so

\[
\frac{dN}{d\theta}\sim\frac{F}{D}\,N^{-3}
\quad\Rightarrow\quad
N^4\sim\frac{\theta F}{D}
\quad\Rightarrow\quad
N\sim\left(\frac{\theta F}{D}\right)^{1/4}.
\]

A different exponent results if the nucleation rate is written as \(Dn^2\) with a constant capture number. Then \(dN/d\theta\sim Dn^2/F\sim(F/D)N^{-4}\), which gives \(N\sim(\theta F/D)^{1/5}\). Numerical integration of such rate equations at \(\theta=0.3\), between \(D/F=10^8\) and \(10^{10}\), gives the exponent 0.197. The form \(Dn^2\) treats every hop as a fresh chance of an encounter, although most hops return to sites already searched. To decide the matter without order-of-magnitude arguments, the pair problem must be solved.

## Exact solution of the pair problem

**One adatom.** In a gap with islands at \(x=0\) and \(x=L\), arrival balances diffusion: \(Dn''+F=0\) with \(n(0)=n(L)=0\). Two integrations give

\[
n(x)=\frac{F}{2D}x(L-x)=\frac{FL^2}{D}\,q(u),\qquad
q(u)=\frac{u(1-u)}2,\quad u=\frac xL .
\]

The gap holds \(\int_0^L n\,dx=FL^3/(12D)\) adatoms on average. Division by the arrival rate \(FL\) gives a mean residence time \(L^2/(12D)\). The balance may be used if the gap changes slowly on this time scale.

**Two adatoms.** If \(FL^3/D\ll1\), more than two adatoms in one gap can be neglected. Let \(P(u,v)\) be the probability that adatoms at \(uL\) and \(vL\) meet before either is captured. The first is found at \(x\) with density \(n(x)\), and the second arrives at \(y\) at rate \(F\,dy\). The nucleation rate of the gap is

\[
\omega=\int_0^L\!\!\int_0^L F\,n(x)\,P\,dx\,dy
=c\,\frac{F^2L^4}{D},\qquad
c=\int_0^1\!\!\int_0^1 q(u)P(u,v)\,du\,dv .
\]

Both adatoms diffuse with the same \(D\), so \(P_{uu}+P_{vv}=0\). By symmetry the triangle \(u<v\) suffices. There \(P=1\) on the diagonal \(u=v\) and \(P=0\) on the legs \(u=0\) and \(v=1\), and

\[
c=\int_{u<v}[q(u)+q(v)]\,P\,du\,dv .
\]

**The harmonic function.** Put \(S=1-P\), which is 0 on the diagonal and 1 on the legs. Its odd reflection, \(S(v,u)=-S(u,v)\), is harmonic in the whole square, with value \(-1\) on \(v=0\) and \(u=1\). With \(a=k\pi\) and \(k=1,3,5,\dots\),

\[
S=\sum_a\frac4a\,
\frac{\sin(av)\sinh[a(\tfrac12-u)]+\sin(au)\sinh[a(v-\tfrac12)]}{\sinh(a/2)} .
\]

At \(u=0\) the second term vanishes and the first is the Fourier series of 1; the other sides follow in the same way.

**Reduction to the diagonal.** Let \(\varphi=q(u)q(v)\). Since \(q''=-1\), \(\nabla^2\varphi=-[q(u)+q(v)]\). With \(\nabla^2P=0\), Green's identity gives

\[
c=-\int_{u<v}(P\nabla^2\varphi-\varphi\nabla^2P)\,du\,dv
=\oint(\varphi\,\partial_nP-P\,\partial_n\varphi)\,ds .
\]

On the legs both \(\varphi\) and \(P\) vanish. On the diagonal the outward normal is \((1,-1)/\sqrt2\), and \(\partial_n\varphi=0\) by symmetry. Near the two corners where \(P\) jumps, \(\varphi\) vanishes fast enough to leave no contribution. With \(ds=\sqrt2\,du\) and \(\partial_nP=(S_v-S_u)/\sqrt2\),

\[
c=\int_0^1q(u)^2\,(S_v-S_u)_{v=u}\,du .
\]

Differentiating the series, \(S_v\) and \(-S_u\) are equal on the diagonal, and

\[
(S_v-S_u)_{v=u}=\sum_a\frac{8\,G(u)}{\sinh(a/2)},\qquad
G=\sin(au)\cosh b+\cos(au)\sinh b,
\]

with \(b=a(\tfrac12-u)\). Writing \(q^2=g/4\), \(g=u^2(1-u)^2\),

\[
c=2\sum_a\frac{1}{\sinh(a/2)}\int_0^1gG\,du .
\]

**The integral.** Since \(b'=-a\), successive derivatives are

\[
G'=-2a\sin(au)\sinh b,\qquad
G'''=4a^3\cos(au)\cosh b,\qquad
G''''=-4a^4G .
\]

Replace \(G\) by \(-G''''/(4a^4)\) and integrate by parts four times:

\[
\int_0^1 gG\,du=-\frac1{4a^4}\left\{\big[gG'''-g'G''+g''G'-g'''G\big]_0^1+\int_0^1g''''G\,du\right\}.
\]

At both ends \(g=g'=0\), and \(G'=0\) because \(\sin(au)=0\). Further, \(g'''=24u-12\), \(g''''=24\) and, as \(\cos a=-1\), \(G(0)=G(1)=\sinh(a/2)\). The bracket is thus \(-24\sinh(a/2)\). Also

\[
\int_0^1G\,du=-\frac{[G''']_0^1}{4a^4}=\frac{2\cosh(a/2)}a .
\]

Therefore

\[
\int_0^1gG\,du=\frac{6\sinh(a/2)}{a^4}-\frac{12\cosh(a/2)}{a^5}.
\]

Using \(\sum_{k\,\rm odd}k^{-4}=\pi^4/96\),

\[
c=\frac18-24\sum_{k\,\rm odd}\frac{\coth(k\pi/2)}{(k\pi)^5}=0.03913 .
\]

A direct solution for two walkers on a lattice gap of 100 sites gives 0.03914. Comparing it with a gap of 50 sites gives \(\omega\propto L^{3.9997}\), which tests the fourth power.

The constant-capture form would give instead \(\int_0^L Dn^2dx=(F^2L^5/D)\int_0^1q^2du=F^2L^5/(120D)\). It exceeds the true rate by the factor \(L/(120c)\), which grows with the gap and so changes the exponent.

**All gaps.** There are \(N\) gaps per site. With \(s=NL\) and \(M_4=\langle s^4\rangle\), the sum of \(\omega\) over gaps gives

\[
\frac{dN}{dt}=N\,\frac{cF^2}{D}\langle L^4\rangle
=\frac{cM_4F^2}{DN^3},
\qquad
\frac{dN}{d\theta}=cM_4\frac FD N^{-3}.
\]

Each nucleation splits a gap. The splitting rate is a pure power of \(L\) and the relative meeting place does not depend on \(L\), so a gap distribution of fixed shape in \(s\) is consistent with the dynamics. That it is reached was checked by splitting one long gap repeatedly at rate \(L^4\), with meeting places from the pair problem, into 41,645 gaps. The growth of their number gives \(M_4=2.51\), and their lengths give 2.49. With \(M_4\) constant, \(4N^3dN=4cM_4(F/D)\,d\theta\) integrates to

\[
\boxed{N=A\left(\frac{\theta F}{D}\right)^{1/4},\qquad A=(4cM_4)^{1/4}=0.791 .}
\]

The start of deposition is neglected in the integration. The third digit of \(A\) is uncertain by about one unit, because \(M_4\) comes from random sampling: \(M_4=2.49\) gives \(A=0.790\).

## Where the law holds

In the continuum model, \(F\) and \(D\) form one length, \(\ell=(D/F)^{1/3}\). Hence \(N\ell\) can depend only on \(\theta\ell\). If \(N\propto\theta^r(F/D)^p\), this requires \(p=(1-r)/3\), or \(r=1-3p\). The value \(p=1/4\) then fixes \(r=1/4\).

Inserting \(L\sim(D/\theta F)^{1/4}\) into the adatom number per gap gives

\[
\frac{FL^3}{D}\sim\left(\frac FD\right)^{1/4}\theta^{-3/4}=(\theta\ell)^{-3/4}.
\]

The pair treatment needs this to be small, hence \(\theta\gg(F/D)^{1/3}\). In the opposite limit few adatoms have met, \(n\approx\theta\), and no established gaps exist. Point islands require in addition \(\theta\ll1\).

## Comparison with a simulation of every hop

The scaling estimate gave the exponent; the pair solution confirms it and adds the prefactor. Both were compared with a simulation on 200,000 sites that follows each hop and uses none of the gap theory. It moves all adatoms at once and bonds a pair on the same or adjacent sites, a lattice detail that matters only at order \(1/L\). At \(\theta=0.3\):

| \(D/F\) | \(N\) per site | \(N\)/law |
|---|---|---|
| \(10^4\) | 0.0500 | 0.853 |
| \(7\times10^4\) | 0.0325 | 0.902 |
| \(5\times10^5\) | 0.0207 | 0.937 |

The density lies below the law and approaches it slowly. The apparent exponent of \(F/D\) is 0.221 for the first two runs and 0.230 for the last two. At these ratios a straight-line fit alone (0.226) would not settle the exponent.

At fixed \(\theta\), the adatom number per gap and the lattice correction \(1/L\) both vary as \((F/D)^{1/4}\). Linear extrapolation in this variable gives an exponent of 0.245, a ratio to the law of 0.99 and \(M_4=2.5\). The exponent rests on two local values. Counting noise makes it uncertain by about \(\pm0.013\), and another choice of extrapolation variable shifts it by about 0.005 and the ratio by about 0.02, so even its second digit is not firm. It was tested to lie within 0.025 of 1/4, half the distance to 1/5.

The dependence on \(\theta\ell\) was tested too. Runs at \(D/F=7\times10^4\), \(\theta=0.3\) and at \(D/F=5\times10^5\), \(\theta=0.156\) have equal \(\theta\ell\), and give \(N\ell=1.34\) and 1.35. The raw coverage exponent between \(\theta=0.15\) and 0.3 is still 0.297 at the largest \(D/F\).

The adatom number shows the size of the pair corrections. At the largest \(D/F\) the steady profile predicts 139 adatoms, and 129 are present. Two adatoms meeting at \(uL\) would each have lived a further \(u(1-u)L^2/(2D)\) on average; subtracting this lost population gives 124. The first-order correction thus has the right sign and roughly the right size.

## Nickel on Ni(110)

The rows of the fcc-Ni(110) surface form channels. Assumed rough inputs, not measured or computed values for nickel, are barriers of 0.25 eV along and 0.35 eV across a channel, a dimer bond of 0.3 eV, an attempt rate \(\nu=10^{13}\) s⁻¹ and a lattice constant of 0.352 nm. Sites are then \(0.352/\sqrt2=0.249\) nm apart. Take 120 K, \(F=10^{-3}\) monolayers per second and \(\theta=0.1\), reached in 100 s.

With \(D=\nu e^{-0.25\,\mathrm{eV}/k_BT}=317\) sites²/s, \(D/F=3.17\times10^5\) and

\[
N=0.791\left(\frac{0.1}{3.17\times10^5}\right)^{1/4}=0.0188\ \text{per site}.
\]

The mean spacing is 53.3 sites, or 13.3 nm. Channels are 0.352 nm apart, so the areal density is \(1/(13.3\times0.352)\) nm⁻², or \(2.1\times10^{13}\) cm⁻². In a single gap of this length the constant-capture rate would be 11 times too large.

Here \(\theta\ell=6.8\), which is not very large. Direct simulation at this \(D/F\) gives 0.855 of the law: a spacing of 15.5 nm and \(1.8\times10^{13}\) cm⁻². Other neglected effects are as follows.

- **Island extent.** Islands reduce the free gaps to about a fraction \(1-\theta\) of their length, and \(\omega\propto L^4\). Thus \(N^4\) grows as \(\int_0^\theta(1-\theta')^4d\theta'=[1-(1-\theta)^5]/5\) instead of \(\theta\). The density is multiplied by \(\{[1-(1-\theta)^5]/(5\theta)\}^{1/4}=0.951\). A simulation with growing islands gives 0.947.
- **Channel changes.** Averaged over arrivals, the lifetime is \(\langle L^3\rangle/(12D\langle L\rangle)\). An adatom then changes channel 0.07 times per lifetime at the simulated spacing. In the large gaps where most nucleation occurs (weight \(L^4\)) the figure is about 0.12.
- **Dimer breakup.** About \(3\times10^{-9}\) breakups are expected before a dimer captures its next atom.
- **Dimer motion and neighbouring channels.** The model holds dimers fixed. With the same attempt rate, a dimer makes about one hop before its next capture if its barrier to motion is near 0.35 eV; a much lower barrier would let dimers wander and merge. Attraction between atoms in neighbouring channels is also left out.

The barriers matter more than these corrections. At fixed flux and coverage \(N\propto D^{-1/4}\), so one quarter of the barrier along the channel enters the exponential. Raising that barrier by 0.05 eV reduces the spacing that the law predicts to 4.0 nm, where \(\theta\ell\) is near 1 and the law is itself unreliable. Lowering the barrier across by 0.05 eV gives 6 channel changes per lifetime at the law's spacing (about 8 at the simulated spacing), and the one-dimensional picture fails even at 120 K.

Temperature limits the law from both sides. Cooling lowers \(D/F\) and with it \(\theta\ell\), whereas warming lets adatoms leave their channels. For the present inputs an adatom already changes channel once per lifetime at 139 K. At 300 K the law's own spacing would imply some \(2\times10^4\) channel changes per lifetime and \(6\times10^3\) dimer breakups before the next capture. These figures show inconsistency, not real rates: both founding assumptions are broken, and the model supplies no corrected density. The one-fourth power is thus a limiting law for a clean anisotropic surface, at temperatures high enough for \(\theta\ell\gg1\) and low enough that adatoms keep to their channels and dimers stay bound. At a given flux, such a range exists only if the two barriers differ enough. With the present inputs and immobile dimers, the law is a fair approximation at 120 K, the simulated density being 0.855 of the law. This compares the law with a model using assumed barriers, not with measured islands. The outcome hangs on the assumed difference of 0.10 eV between the barriers. Rough estimates with empirical many-body potentials for nickel give about 0.25 to 0.37 eV along the channel and a difference of only about 0.01 to 0.06 eV, because an adatom can cross by exchanging with a row atom. With such values an adatom already changes channel from about twice to hundreds of times per lifetime at the temperature where \(\theta\ell\) reaches 7, so it is not established that the law describes real Ni(110) at any temperature at this flux. At room temperature the law does not apply. The numerical output below lists the values used.

## Calculated quantities

```
c, closed form: 0.039134
c, lattice pair problem with L = 100: 0.039137
exponent of L in the gap nucleation rate: 3.9997
gaps in the splitting simulation: 41645
M4 from growth of the gap number: 2.507
M4 from the gap lengths: 2.488
M3, mean cube of the scaled gap: 1.649
predicted prefactor A: 0.7914
F/D exponent, constant capture number: 0.1970
simulation: 200000 sites, coverage 0.3
D/F = 1e+04: islands 9990, N = 0.04995 per site, over law 0.853, M4 3.07
D/F = 7e+04: islands 6497, N = 0.03248 per site, over law 0.902, M4 2.80
D/F = 5e+05: islands 4130, N = 0.02065 per site, over law 0.937, M4 2.70
F/D exponent over all three runs: 0.2258
F/D exponent, lower and upper pair: 0.2211, 0.2304
F/D exponent extrapolated to large D/F: 0.2452
N over law extrapolated to large D/F: 0.987
M4 of the simulation, extrapolated: 2.46
N (D/F)^(1/3), D/F = 7e4, coverage 0.3: 1.339
N (D/F)^(1/3), D/F = 5e5, coverage 0.1558: 1.350
coverage exponent from 0.15 to 0.3, D/F = 5e5: 0.297
adatoms present, simulation: 128.9
adatoms present, steady profile alone: 139.4
adatoms present, less those lost to dimers: 124.4
Ni(110) rough inputs: along 0.25 eV, across 0.35 eV,
  dimer bond 0.3 eV, attempt rate 1e+13 1/s
lattice constant 0.352 nm, site spacing 0.249 nm
T = 120 K, flux 0.001 ML/s, coverage 0.1 ML
deposition time: 100 s
D: 316.6 sites^2/s = 1.96e-13 cm2/s
D/F: 3.166e+05
coverage times (D/F)^(1/3): 6.82
law: N = 0.01876 per site, 2.14e+13 1/cm2
law: spacing 53.3 sites = 13.3 nm
constant-capture over true gap rate at this L: 11.3
simulated N over law, point islands: 0.855
  estimate from the shortfall of the runs above: 0.870
simulated: spacing 15.5 nm, density 1.83e+13 1/cm2
N with growing islands over point islands: 0.947
  estimate from the shrinking gaps: 0.951
channel changes per lifetime, law spacing: 0.049
channel changes per lifetime, simulated spacing: 0.067
dimer breakups before next capture: 3.0e-09
law spacing, barrier along 0.05 eV higher: 4.0 nm
channel changes, barrier across 0.05 eV lower: 6.20
temperature for one channel change per lifetime: 139 K
300 K: channel changes per lifetime by the law: 2.3e+04
300 K: dimer breakups before next capture: 5.8e+03
```
